# Mean switching time of an axial perpendicular macrospin at threshold current

**Q.** You want a law for the switching time exactly at the threshold current. Without noise the spin never leaves the pole, and with noise I would expect an exponential. Before we argue, what is the model?

**A.** One rigid unit magnetisation \(\mathbf m\), with easy axis \(\hat{\mathbf z}\) and the initial state at \(+\hat{\mathbf z}\). The spin current is polarised along the same axis, so the problem has axial symmetry. With \(\gamma>0\), anisotropy field \(B_k\), thermal field \(\mathbf b(t)\), damping constant \(\alpha\) and spin-torque field \(a\), all fields in tesla,
\[
\dot{\mathbf m}=\boldsymbol\tau+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\boldsymbol\tau=-\gamma\,\mathbf m\times(B_k m_z\hat{\mathbf z}+\mathbf b)+\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).
\]
I take \(a\) to be independent of angle.

**Q.** The velocity stands on both sides. Where is your threshold?

**A.** Take the cross product of the equation with \(\mathbf m\). Since \(\mathbf m\cdot\dot{\mathbf m}=0\), we have \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\), so \(\mathbf m\times\dot{\mathbf m}=\mathbf m\times\boldsymbol\tau-\alpha\dot{\mathbf m}\). Putting this back gives
\[
(1+\alpha^2)\,\dot{\mathbf m}=\boldsymbol\tau+\alpha\,\mathbf m\times\boldsymbol\tau .
\]
Leave out the noise for a moment and take the \(z\) component, with \(m_z=\cos\theta\). The precession term in \(\boldsymbol\tau\) has none. Because \(\mathbf m\times(\mathbf m\times\hat{\mathbf z})=m_z\mathbf m-\hat{\mathbf z}\) has \(z\) component \(-\sin^2\theta\), the spin torque gives \(-\gamma a\sin^2\theta\), and the damping of the precession gives \(+\alpha\gamma B_k\cos\theta\sin^2\theta\). The remaining term is along \(\mathbf m\times\hat{\mathbf z}\) and has no \(z\) component. With \(\dot m_z=-\sin\theta\,\dot\theta\),
\[
\dot\theta=\Gamma(i-\cos\theta)\sin\theta,\qquad
\Gamma=\frac{\alpha\gamma B_k}{1+\alpha^2},\qquad i=\frac{a}{\alpha B_k}.
\]
At zero current a small tilt decays as \(\dot\theta=-\Gamma\theta\); that is what I call the damping rate. With current, the tilt grows at rate \(\Gamma(i-1)\), so the threshold is \(i=1\).

**Q.** And in amperes?

**A.** A current \(I\) with spin-torque efficiency \(\eta\) delivers angular momentum at the rate \(\eta\hbar I/(2e)\). The magnet holds \(M_sV/\gamma\), where \(M_s\) is its magnetisation and \(V\) its volume. The ratio is the torque rate \(\gamma a\), so \(a=\eta\hbar I/(2eM_sV)\). Setting \(a=\alpha B_k\) and using the barrier \(E_b=M_sVB_k/2\),
\[
I_c=\frac{2e\alpha M_sVB_k}{\eta\hbar}=\frac{4e\alpha E_b}{\eta\hbar}.
\]

**Q.** Now the noise. You may not choose its strength to suit the answer.

**A.** Equilibrium fixes it. The thermal field has no preferred direction. It enters the velocity through \(\mathbf m\times\mathbf b\) and \(\alpha\,\mathbf m\times(\mathbf m\times\mathbf b)\), which together kick \(\mathbf m\) equally in both tangent directions. The result is uniform diffusion on the sphere with one constant \(D\).

Let \(w=1-\cos\theta\), which runs from 0 at the pole to 1 at the equator. Solid angle is \(2\pi\,dw\), and \(\sin^2\theta=w(2-w)\equiv s(w)\). The drift is \(\dot w=\sin\theta\,\dot\theta=\Gamma(i-1+w)s\), so the probability density \(p(w)\) carries the flux
\[
J=\Gamma(i-1+w)\,s\,p-D\,s\,p'.
\]
At \(i=0\) the flux must vanish for the Boltzmann density \(p\propto e^{-\Delta w(2-w)}\), where \(\Delta=E_b/(k_B\mathcal T)\) is the thermal stability factor at temperature \(\mathcal T\). Here \(p'/p=-2\Delta(1-w)\), and \(J=0\) requires \(-\Gamma(1-w)+2\Delta D(1-w)=0\). Hence
\[
D=\frac{\Gamma}{2\Delta}.
\]
I assume that the current leaves the thermal field unchanged.

**Q.** Then why not an exponential in \(\Delta\)? This is thermally activated escape.

**A.** An exponential needs a restoring drift to climb against. At \(i=1\) the drift is \(\dot w=\Gamma w\,s\approx2\Gamma w^2\), which is never directed back to the pole. It is merely very weak there.

Diffusion alone raises the mean of \(w\approx\theta^2/2\) at the rate \(2D\), since \(\langle\theta^2\rangle=4Dt\) in two dimensions. The two rates are equal at \(w^2=D/\Gamma=1/(2\Delta)\), so the spin must diffuse to \(w\sim\Delta^{-1/2}\) before the drift takes over. This lasts about \(w/D\sim\sqrt\Delta/\Gamma\). The drift then needs about \(1/(\Gamma w)\), which is again of order \(\sqrt\Delta/\Gamma\).

**Q.** That is dimensional reasoning with a picture. I want the mean time, with its coefficient.

**A.** Let \(T(w)\) be the mean time to reach the equator from \(w\). During a short time \(dt\) the flux above implies \(\langle dw\rangle=[\Gamma(i-1+w)s+Ds']\,dt\) and \(\langle dw^2\rangle=2Ds\,dt\). The remaining time must satisfy \(T(w)=dt+\langle T(w+dw)\rangle\). Expanding to first order in \(dt\),
\[
D\,(sT')'+\Gamma(i-1+w)\,sT'=-1,\qquad T(1)=0,
\]
with \(T'\) finite at \(w=0\).

Set \(i=1\) and \(y=sT'\), and divide by \(D\):
\[
y'+2\Delta w\,y=-\frac{2\Delta}{\Gamma}
\quad\Longrightarrow\quad
\left(e^{\Delta w^2}y\right)'=-\frac{2\Delta}{\Gamma}e^{\Delta w^2}.
\]
Since \(s(0)=0\), also \(y(0)=0\). Integrate once for \(y\), divide by \(s\), and use \(T(0)=-\int_0^1T'\,dw\):
\[
\Gamma T(0)=2\Delta\int_0^1\frac{dw}{w(2-w)}\,e^{-\Delta w^2}\int_0^w e^{\Delta v^2}dv .
\]
No approximation has been made within the model.

**Q.** I still see \(\Delta\) in the exponents. Show me that they do not win.

**A.** They compensate, because \(v\le w\). Put \(x=\sqrt\Delta\,w\) and use Dawson's function \(F(x)=e^{-x^2}\int_0^x e^{t^2}dt\). The inner integral with its factor becomes \(F(x)/\sqrt\Delta\), and \(dw/w=dx/x\), so
\[
\Gamma T(0)=2\sqrt\Delta\int_0^{\sqrt\Delta}\frac{F(x)}{x\,(2-x/\sqrt\Delta)}\,dx .
\]
\(F\) behaves as \(x\) for small \(x\) and as \(1/(2x)\) for large \(x\), so \(F/x\) is integrable at both ends. For \(\Delta\gg1\) the integral is dominated by \(x\sim1\), where the bracket is 2:
\[
\Gamma T(0)\simeq\sqrt\Delta\int_0^\infty\frac{F(x)}{x}\,dx .
\]
In the double integral put \(t=xr\), which cancels the \(1/x\), and exchange the order:
\[
\int_0^\infty\frac{F}{x}dx=\int_0^1dr\int_0^\infty e^{-x^2(1-r^2)}dx
=\frac{\sqrt\pi}{2}\int_0^1\frac{dr}{\sqrt{1-r^2}}=\frac{\pi^{3/2}}{4}.
\]
Therefore, to leading order in large \(\Delta\),
\[
\boxed{T\simeq\frac{\pi^{3/2}}{4}\,\frac{\sqrt\Delta}{\Gamma}\approx1.392\,\frac{\sqrt\Delta}{\Gamma}}
\]
The root covers \(\Delta\) alone. The other reading, \(\sqrt{\Delta/\Gamma}\), is not a time.

**Q.** Memory cells have \(\Delta\) of some tens, not infinity. How large is the error?

**A.** We can find the next terms. Write \(1/(2-w)=\tfrac12+w/[2(2-w)]\). The first part gives the leading law minus the missing tail, \(\sqrt\Delta\int_{\sqrt\Delta}^\infty dx/(2x^2)=\tfrac12\). The second part is
\[
\int_0^{\sqrt\Delta}\frac{F\,dx}{2-w}=\frac12\int_0^{\sqrt\Delta}F\,dx+\int_0^{\sqrt\Delta}\frac{wF}{2(2-w)}\,dx .
\]
In the last integral \(F\) may be replaced by \(1/(2x)\), which gives \(\int_0^1dw/[4(2-w)]=\tfrac14\ln2\).

For the remaining one, weight \(F\) with \(x^{-2\delta}\), \(\delta>0\) small. The same substitution as before, followed by \(q=1-r^2\), gives
\[
\int_0^\infty x^{-2\delta}F\,dx=\tfrac14\,\Gamma_{\!E}(1-\delta)\int_0^1\frac{q^{\delta-1}dq}{\sqrt{1-q}}
=\tfrac14\Big(\frac1\delta+2\ln2+\gamma_E\Big)+O(\delta).
\]
Here \(\Gamma_{\!E}(1-\delta)=1+\gamma_E\delta+\dots\) is Euler's gamma function and \(\gamma_E\) his constant. The \(2\ln2\) is \(\int_0^1[(1-q)^{-1/2}-1]\,dq/q\), which becomes \(\int_0^12\,du/(1+u)\) for \(q=1-u^2\). Beyond a large \(X\) the weighted integral contributes \(X^{-2\delta}/(4\delta)=1/(4\delta)-\tfrac12\ln X+\dots\). Subtracting this and letting \(\delta\to0\) leaves \(\int_0^XF\,dx\simeq\tfrac12\ln(2X)+\tfrac14\gamma_E\). With \(X=\sqrt\Delta\) the pieces add up to
\[
\Gamma T\simeq\frac{\pi^{3/2}}4\sqrt\Delta+\frac{\ln\Delta}{8}+\frac{\ln2}{2}+\frac{\gamma_E}{8}-\frac12 .
\]

**Q.** You replaced \(F\) by its tail where \(x\) is not large. Does that not cost a term of order \(\Delta^{-1/2}\)?

**A.** It would, but the coefficient vanishes. For small \(w\) the error is \(\frac{1}{4\sqrt\Delta}\int(xF-\tfrac12)\,dx\). Differentiating the definition gives \(F'=1-2xF\), so the integrand is \(-F'/2\) and the integral up to \(\sqrt\Delta\) is \(-F(\sqrt\Delta)/2\), itself of order \(\Delta^{-1/2}\). The next order in \(w\) leaves terms of order \(\ln\Delta/\Delta\).

A numerical solution of the differential equation for \(T\) gives \(\Gamma T=6.511\), 12.916 and 25.542 at \(\Delta=20\), 80 and 320. The leading law gives 6.226, 12.451 and 24.902, so it is low by 4.4, 3.6 and 2.5 per cent of the solved values. Between \(\Delta=2000\) and 8000 the solved times have a mean exponent of 0.4960; the correction terms above, taken together, give this small deficit from one half.

**Q.** All this rests on reducing a precessing vector to one coordinate. Did anyone follow the vector itself?

**A.** Yes. The full stochastic vector equation was integrated from the pole to the first crossing of the equator at \(\Delta=50\), \(\alpha=0.5\), \(i=1\). It gave \(\Gamma T=10.17\pm0.06\) (one standard error), against 10.25 from the equation for \(T\). The standard deviations of the switching time were 4.99 and 5.03 in units of \(1/\Gamma\).

**Q.** So the spread is half the mean. Does it shrink for a more stable magnet?

**A.** Not relative to the mean, at leading order. Near the pole \(s\approx2w\). Put \(w=u/\sqrt\Delta\) and \(t=\sqrt\Delta\,t'/\Gamma\). The drift becomes \(du/dt'=2u^2\) and the diffusion term becomes \(\partial_u(u\,\partial_up)\), with no parameter left. The whole distribution of times therefore stretches as \(\sqrt\Delta/\Gamma\).

**Q.** A real spin does not start exactly at the pole, and it is not finished at the equator.

**A.** Suppose the current is switched on suddenly, with the spin in equilibrium. Near the pole \(p\propto e^{-2\Delta w}\), so the mean of \(w\) is \(1/(2\Delta)\). There \(y\simeq-2\Delta w/\Gamma\) and \(s\simeq2w\), hence \(T'(0)=-\Delta/\Gamma\). The thermal start thus saves \(1/(2\Gamma)\), which does not grow with \(\Delta\).

As for the end, at fixed \(w\) and large \(\Delta\) the equation gives \(y\simeq-1/(\Gamma w)\). Moving the finish from \(w=1\) to another fixed \(w_f<2\) adds \(\Gamma^{-1}\int_1^{w_f}dw/[w^2(2-w)]\), also independent of \(\Delta\). The leading law survives both changes.

**Q.** "Exactly at threshold" is a point of measure zero. How close must the current be?

**A.** For general \(i=1+\varepsilon\) the exponent \(\Delta w^2\) becomes \(\Delta w^2+2\Delta\varepsilon w\). In the scaled variables, near the pole,
\[
\Gamma T\simeq\sqrt\Delta\int_0^\infty\frac{dx}{x}\int_0^xdt\;e^{-(x^2-t^2)-2\varepsilon\sqrt\Delta\,(x-t)} .
\]
Only the product \(\varepsilon\sqrt\Delta\) enters, so the law needs \(|\varepsilon|\ll\Delta^{-1/2}\). The slope at \(\varepsilon=0\) follows with \(t=xr\):
\[
\frac{\partial(\Gamma T)}{\partial i}\simeq-2\Delta\int_0^1(1-r)\,dr\int_0^\infty xe^{-x^2(1-r^2)}dx
=-\Delta\int_0^1\frac{dr}{1+r}=-\Delta\ln2 .
\]

Farther above threshold, with \(\Delta\varepsilon^2\gg1\), we have \(y\simeq-1/[\Gamma(w+\varepsilon)]\) once \(w\gg1/(\Delta\varepsilon)\). The integral of \(1/(2w\varepsilon)\) from that cut-off gives \(T\simeq\ln\Delta/(2\Gamma\varepsilon)\), to leading logarithm at fixed \(\varepsilon\).

Below threshold, with \(\varepsilon=-\epsilon_0\), the factor \(e^{-\Delta w^2+2\Delta\epsilon_0w}\) peaks at \(w=\epsilon_0\) with height \(e^{\Delta\epsilon_0^2}\). There is your exponential, with barrier \(\Delta(1-i)^2\). The square root separates the two regimes.

**Q.** Give me a cell, then, and do the arithmetic.

**A.** Take rough typical values for the free layer of a perpendicular spin-transfer memory cell: diameter 20 nm, thickness 2 nm, \(M_s=1.0\) MA/m, \(B_k=0.6\) T, \(\alpha=0.01\), 300 K. Then
\[
E_b=\tfrac12M_sB_kV=1.176\ \text{eV},\qquad \Delta=45.5,\qquad \Gamma=1.056\ \text{ns}^{-1},
\]
\[
T\simeq\frac{1.392\times\sqrt{45.5}}{1.056\ \text{ns}^{-1}}=8.9\ \text{ns}.
\]
The corrected law and the numerical solution both give 9.26 ns from the pole. A thermal start gives 8.78 ns. That this lies so near the leading law is a partial cancellation: the correction adds 0.4 and the thermal start removes 0.5, in units of \(1/\Gamma\). The standard deviation is 4.6 ns, so a pulse of the mean length is no safe write pulse.

The drift takes over near \(w\sim\Delta^{-1/2}=0.15\), a tilt of roughly \(30^\circ\). The same number sets the width of the critical window in \(i\). At 0.99 and \(1.01\,I_c\) the time is 9.60 and 8.95 ns, a change of 3 to 4 per cent for one per cent of current. At \(0.80\,I_c\) it is 31 ns, and at \(1.50\,I_c\) it is 3.6 ns.

**Q.** What current and voltage does this need?

**A.** Let the junction have a magnetoresistance ratio of 1.0 and start parallel. In the usual tunnelling model with equal electrode polarisations \(P\), the ratio is \(2P^2/(1-P^2)\), so \(P^2=1/3\) and \(\eta=P/(1+P^2)=0.433\). The formula for \(I_c\) gives 26.5 µA, or 8.4 MA/cm². With a resistance-area product of 5 ohm µm² the voltage is 0.42 V. These values take \(P\) as independent of bias; in real junctions the magnetoresistance ratio falls with voltage, so they are rough estimates.

In that model the torque at fixed voltage has the constant \(a\) that I assumed. \(I_c\) is then the threshold value of the current in the initial state; during reversal the current falls as the resistance rises.

**Q.** And if the driver holds the current instead?

**A.** Then the voltage rises during reversal, and the torque varies as \((1+\lambda)/(1+\lambda\cos\theta)\) with \(\lambda=P^2\). The drift factor \(i-\cos\theta\) at threshold becomes
\[
\frac{1+\lambda}{1+\lambda-\lambda w}-1+w\simeq\kappa w,\qquad \kappa=\frac{1+2\lambda}{1+\lambda}.
\]
The exponent is now \(\kappa\Delta w^2\). Rescaling with \(x=\sqrt{\kappa\Delta}\,w\) divides the leading time by \(\sqrt\kappa\). The square root of \(\Delta\) remains as long as \(\kappa>0\), that is \(\lambda>-\tfrac12\). This matters for a start from the antiparallel state, where \(\lambda=-P^2\). For the parallel start used here \(\kappa=5/4\), and the solved time falls by 11 per cent.

**Q.** Real cells heat up, feel stray fields and need not rotate as one block. What is left of your 9 ns?

**A.** The largest effect I can size is heating, which lowers the threshold. Suppose the heat leaves through 30 nm of lead on each side, with conductivity 20 W/(m K). The steady rise is then about 27 K. Let \(M_s\) follow a three-halves power law with a Curie temperature of 1000 K, and let the anisotropy energy go as \(M_s^2\). With \(\eta\) held at its cold value, a current set to the cold threshold is then above the hot one, and the time falls by 19 per cent. If the polarisation \(P\) also falls in proportion to \(M_s\), the fall is smaller: between 15 and 16 per cent at the same initial current, and 12 per cent at the same voltage with the mean conductance unchanged.

The field across a 1 nm barrier is 4.2 MV/cm, below a rough breakdown field of 10 MV/cm. With a voltage-anisotropy coefficient of 30 fJ/(V m) it shifts the threshold by 2.1 per cent, which by itself, with \(\Delta\) and \(\Gamma\) held fixed, shortens the time by 7 per cent if the threshold is lowered. An axial stray field of 5 mT shifts it by 0.8 per cent, worth 3 per cent in time. All these changes are relative to 9.26 ns. The law thus refers to the threshold of the cell as it operates: hot, biased and in its stray field.

Coherent rotation is the assumption I trust least. For an exchange stiffness of 15 pJ/m, the first non-uniform mode of the disc costs an extra exchange field of 1.02 T. Leaving aside changes in the dipolar field, the uniform mode therefore becomes unstable first, which supports the model at small tilt. But the domain-wall width is 22 nm against a diameter of 20 nm, so reversal by a wall is not safely excluded at large tilt, and I have not sized its effect. An elliptical shape or a transverse field breaks the axial symmetry. The equation for \(\theta\) then no longer closes, and this derivation does not apply.

**Q.** Suppose the model holds. Does a more stable cell always switch more slowly at its threshold?

**A.** That depends on how the stability is gained, because \(B_k\) enters both \(\Delta\) and \(\Gamma\). At fixed \(M_s\), \(\alpha\) and temperature,
\[
T\propto\frac{\sqrt{VB_k}}{B_k}=\sqrt{\frac{V}{B_k}} .
\]
A larger volume at fixed \(B_k\) makes switching slower. A larger anisotropy field at fixed volume makes it faster, although \(\Delta\) rises. In both cases, at fixed \(\eta\), the threshold current rises in proportion to \(E_b\), so the comparison is between cells each driven at its own threshold. The main inputs and results are collected in the numerical output below.

## Calculated quantities

```
Prefactor pi^1.5/4: 1.3921
Dawson integral by quadrature: 1.3921
Delta 20: Gamma*T solved 6.511, law 6.226
Delta 80: Gamma*T solved 12.916, law 12.451
Delta 320: Gamma*T solved 25.542, law 24.902
Exponent between Delta 2000 and 8000: 0.4960
Simulation, Delta 50, alpha 0.5: Gamma*T 10.17 +- 0.06
Equation, same case: Gamma*T 10.25
Spread, simulation and equation: 4.99, 5.03
Diameter: 20 nm
Thickness: 2 nm
Magnetisation: 1.0 MA/m
Anisotropy field: 0.6 T
Damping constant: 0.01
Temperature: 300 K
Magnetoresistance ratio: 1.0
Resistance-area product: 5 ohm um2
Energy barrier: 1.176 eV
Stability factor Delta: 45.51
Damping rate Gamma: 1.0564 1/ns
Spin-torque efficiency: 0.433
Threshold current: 26.5 uA
Threshold current density: 8.42 MA/cm2
Threshold voltage: 0.421 V
Critical w scale 1/sqrt(Delta): 0.148
Angle at that w: 31.6 degrees
Mean time, leading law: 8.89 ns
Mean time, corrected law: 9.26 ns
Mean time, solved, pole start: 9.26 ns
Mean time, solved, thermal start: 8.78 ns
Standard deviation, pole start: 4.56 ns
Time at 0.99 Ic: 9.60 ns
Time at 1.01 Ic: 8.95 ns
Time at 0.80 Ic: 31.1 ns
Time at 1.50 Ic: 3.58 ns
Self-heating estimate: 27 K
Time change by heating: -19 %
Threshold shift by voltage anisotropy: 2.1 %
Time change if it lowers threshold: -7 %
Threshold shift by 5 mT stray field: 0.8 %
Time change if it lowers threshold: -3 %
Time change, constant-current drive: -11 %
Exchange field of first non-uniform mode: 1.02 T
Domain-wall width: 22.2 nm
Shot noise over thermal noise: 1.6e-03
Barrier field: 4.2 MV/cm
Rough breakdown field: 10 MV/cm
```
